# The temperature jump at a chip interface under high heat flux: a program that tests the result

```python
"""
Result under test: a steady heat flux q = 100 kW/cm^2 through an interface of
conductance G = 100 MW/(m^2 K) gives a temperature jump q/G = 10 K.

Symbols: q flux at the interface; G conductance; k_film, k_sub conductivities
of the film above and the substrate below; L film thickness; tau phonon
transmission probability; c phonon speed; E_c highest phonon energy.
The phonon model works in atomic units, with temperature as an energy.
The heat-equation tests work in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

# Given data and the result
q = 100 * const.kilo / const.centi**2
G = 100 * const.mega
jump = q / G

# Rough values for a gallium nitride film on silicon carbide
k_film, k_sub = 150.0, 350.0
L = 1000 * const.nano
T_cold = 400.0


def chain_matrix(links, ground):
    """Heat balance of a row of cells; the last cell is tied to zero rise."""
    diagonal = np.zeros(len(links) + 1)
    diagonal[:-1] += links
    diagonal[1:] += links
    diagonal[-1] += ground
    return diags([-links, diagonal, -links], [-1, 0, 1], format="csc")


# Test 1: resolve the interface as a thin poorly conducting layer
def resolved_jump(k_left, k_right):
    h = 0.1 * const.nano
    n_side, n_layer = 200, 10
    k_layer = G * n_layer * h
    k = np.r_[np.full(n_side, k_left), np.full(n_layer, k_layer),
              np.full(n_side, k_right)]
    links = 1 / (h / (2 * k[:-1]) + h / (2 * k[1:]))
    source = np.zeros(len(k))
    source[0] = q
    T = spsolve(chain_matrix(links, 2 * k[-1] / h), source)
    # Position in cell widths, measured from the middle of the layer
    x = np.arange(len(k)) + 0.5 - len(k) / 2
    left = np.polyfit(x[:n_side], T[:n_side], 1)[1]
    right = np.polyfit(x[-n_side:], T[-n_side:], 1)[1]
    return left - right, n_layer * h, k_layer


jump_a, d_layer, k_layer = resolved_jump(k_film, k_sub)
k_other_left, k_other_right = 600.0, 50.0
jump_b, _, _ = resolved_jump(k_other_left, k_other_right)
for value, k1, k2 in ((jump_a, k_film, k_sub),
                      (jump_b, k_other_left, k_other_right)):
    excess = d_layer / k_layer - d_layer / (2 * k1) - d_layer / (2 * k2)
    assert abs(value - q * excess) < 1e-4
    # The finite layer thickness leaves a difference of about 0.01 K
    assert abs(value - jump) < 0.02

# Test 2: phonon flux between two Bose distributions, atomic units
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
velocity_unit = const.physical_constants["atomic unit of velocity"][0]
flux_unit = hartree**2 / (const.hbar * bohr**2)
kelvin = const.k / hartree
speed_SI, cutoff_eV = 5000.0, 0.04
c = speed_SI / velocity_unit
E_c = cutoff_eV * const.e / hartree
nodes, weights = np.polynomial.legendre.leggauss(100)
E = 0.5 * E_c * (nodes + 1)
dE = 0.5 * E_c * weights


def bose(energy, T):
    return 1 / np.expm1(energy / (T * kelvin))


def open_flux(T_hot, T_low):
    """Net flux for full transmission, atomic units."""
    integral = np.sum(dE * E**3 * (bose(E, T_hot) - bose(E, T_low)))
    return 3 * integral / (8 * np.pi**2 * c**2)


def open_conductance(T):
    """Small-difference conductance for full transmission, SI units."""
    t = T * kelvin
    slope = E / (4 * t**2 * np.sinh(E / (2 * t))**2)
    g = 3 * np.sum(dE * E**3 * slope) / (8 * np.pi**2 * c**2)
    return g * kelvin * flux_unit


# Direct sum over wave vectors moving towards the interface
n_k = 120
k_max = E_c / c
axis = (np.arange(n_k) + 0.5) * k_max / n_k
kx, ky, kz = np.meshgrid(axis, axis, axis, indexing="ij", sparse=True)
k_abs = np.sqrt(kx**2 + ky**2 + kz**2)
energy = c * k_abs
occupation = bose(energy, T_cold + jump) - bose(energy, T_cold)
summand = np.where(k_abs < k_max, c * kx / k_abs * energy * occupation, 0)
# Four octants have positive kx; there are three polarizations
flux_sum = 3 * 4 * summand.sum() * (k_max / n_k)**3 / (2 * np.pi)**3
flux_formula = open_flux(T_cold + jump, T_cold)
sum_error = abs(flux_sum / flux_formula - 1)
assert sum_error < 5e-3  # stepped surface of the sphere on the grid

tau = G / open_conductance(T_cold)
assert 0 < tau < 1


def phonon_jump(T_low):
    """Jump that carries q, with no linearization."""
    def mismatch(delta):
        return tau * open_flux(T_low + delta, T_low) * flux_unit / q - 1
    return brentq(mismatch, 1e-3, 2000)


jump_400 = phonon_jump(T_cold)
assert abs(jump_400 - jump) < 0.1  # G changes slightly across the jump
T_room, T_cryo = 300.0, 30.0
jump_300 = phonon_jump(T_room)
G_300 = tau * open_conductance(T_room)
jump_30 = phonon_jump(T_cryo)
linear_30 = q / (tau * open_conductance(T_cryo))
assert jump_300 > jump_400
assert jump_30 < 0.5 * linear_30  # constant G must fail here

# Test 3: sideways spreading below periodic heated strips
width, pitch = 2000 * const.nano, 20000 * const.nano
s = 2 * np.pi * np.arange(1, 201) / pitch
transfer = 1 / (np.cosh(s * L)
                + (k_film * s / G + k_film / k_sub) * np.sinh(s * L))
pattern = 4 * np.sin(s * width / 2) / (pitch * s)
fraction = width / pitch + np.sum(pattern * transfer)

# Two-dimensional heat equation on half a period, substrate one pitch deep
h = 50 * const.nano
n_x = round(pitch / (2 * h))
n_film = round(L / h)
n_sub = round(pitch / h)
k_row = np.r_[np.full(n_film, k_film), np.full(n_sub, k_sub)]
resistance = h / (2 * k_row[:-1]) + h / (2 * k_row[1:])
resistance[n_film - 1] += 1 / G
down = h / resistance
across = chain_matrix(np.ones(n_x - 1), 0.0)
matrix = (kron(diags(k_row), across)
          + kron(chain_matrix(down, 2 * k_sub), identity(n_x)))
source = np.zeros((len(k_row), n_x))
source[0, :round(width / (2 * h))] = q * h
T = spsolve(matrix.tocsc(), source.ravel()).reshape(source.shape)
flux_below = (T[n_film - 1] - T[n_film]) * down[n_film - 1] / h
fraction_grid = flux_below[0] / q
assert abs(fraction_grid / fraction - 1) < 0.01  # finite cell size
assert fraction < 1

# Numbers for the text
nm = const.nano
print(f"Flux q: {q * const.centi**2 / const.kilo:.0f} kW/cm^2")
print(f"Flux q, converted: {q:.3e} W/m^2")
print(f"Conductance G: {G / const.mega:.0f} MW/(m^2 K)")
print(f"Conductance G, converted: {G:.3e} W/(m^2 K)")
print(f"Temperature jump q/G: {jump:.3f} K")
print(f"Jump as energy k_B*dT: {const.k * jump / const.e:.3e} eV")
print(f"Resolved layer thickness: {d_layer / nm:.2f} nm")
print(f"Resolved layer conductivity: {k_layer:.3f} W/(m K)")
print(f"Film conductivity: {k_film:.0f} W/(m K)")
print(f"Substrate conductivity: {k_sub:.0f} W/(m K)")
print(f"Resolved jump, film and substrate: {jump_a:.4f} K")
print(f"Other left conductivity: {k_other_left:.0f} W/(m K)")
print(f"Other right conductivity: {k_other_right:.0f} W/(m K)")
print(f"Resolved jump, other neighbours: {jump_b:.4f} K")
print(f"Film thickness: {L / nm:.0f} nm")
print(f"Temperature drop in film: {q * L / k_film:.2f} K")
print(f"Film thickness equal to interface: {k_film / G / nm:.0f} nm")
print(f"Phonon speed: {speed_SI:.0f} m/s")
print(f"Highest phonon energy: {cutoff_eV:.3f} eV")
print(f"Cold-side temperature: {T_cold:.0f} K")
print(f"Transmission probability tau: {tau:.4f} (no unit)")
print(f"Wave-vector sum, relative error: {sum_error:.1e} (no unit)")
print(f"Nonlinear phonon jump at 400 K: {jump_400:.3f} K")
print(f"Model G at 300 K: {G_300 / const.mega:.2f} MW/(m^2 K)")
print(f"Nonlinear phonon jump at 300 K: {jump_300:.3f} K")
print(f"Nonlinear phonon jump at 30 K: {jump_30:.1f} K")
print(f"Constant-G prediction at 30 K: {linear_30:.1f} K")
print(f"Jump if G is halved: {q / (G / 2):.1f} K")
print(f"Jump if G is doubled: {q / (2 * G):.1f} K")
print(f"Heated strip width: {width / nm:.0f} nm")
print(f"Strip pitch: {pitch / nm:.0f} nm")
print(f"Centre flux fraction, series: {fraction:.4f} (no unit)")
print(f"Centre flux fraction, grid: {fraction_grid:.4f} (no unit)")
print(f"Jump below strip centre: {fraction * jump:.2f} K")
print("all assertions hold")
```

Running it gives:

```
Flux q: 100 kW/cm^2
Flux q, converted: 1.000e+09 W/m^2
Conductance G: 100 MW/(m^2 K)
Conductance G, converted: 1.000e+08 W/(m^2 K)
Temperature jump q/G: 10.000 K
Jump as energy k_B*dT: 8.617e-04 eV
Resolved layer thickness: 1.00 nm
Resolved layer conductivity: 0.100 W/(m K)
Film conductivity: 150 W/(m K)
Substrate conductivity: 350 W/(m K)
Resolved jump, film and substrate: 9.9952 K
Other left conductivity: 600 W/(m K)
Other right conductivity: 50 W/(m K)
Resolved jump, other neighbours: 9.9892 K
Film thickness: 1000 nm
Temperature drop in film: 6.67 K
Film thickness equal to interface: 1500 nm
Phonon speed: 5000 m/s
Highest phonon energy: 0.040 eV
Cold-side temperature: 400 K
Transmission probability tau: 0.0681 (no unit)
Wave-vector sum, relative error: 6.1e-05 (no unit)
Nonlinear phonon jump at 400 K: 9.984 K
Model G at 300 K: 95.09 MW/(m^2 K)
Nonlinear phonon jump at 300 K: 10.476 K
Nonlinear phonon jump at 30 K: 58.9 K
Constant-G prediction at 30 K: 445.1 K
Jump if G is halved: 20.0 K
Jump if G is doubled: 5.0 K
Heated strip width: 2000 nm
Strip pitch: 20000 nm
Centre flux fraction, series: 0.4375 (no unit)
Centre flux fraction, grid: 0.4376 (no unit)
Jump below strip centre: 4.38 K
all assertions hold
```
